Suppose the magnetic moment of one isotope is known, and that of a second is to be found from the ratio of their hyperfine constants. For a point nucleus the electronic factor would cancel. For a heavy atom one must decide what to do about the spread of magnetization over the nucleus: ignore it, give each nuclear orbital a fixed correction, or let the correction vary with the moment. The Moskowitz–Lombardi rule takes the third course and makes the correction proportional to $1/\mu$.

Let $A$ be the hyperfine constant of an $s$ electron, and $A_{\rm pt}$ its value when the same moment $\mu$ sits at the nuclear centre, with the electron wave function unchanged. The anomaly $\epsilon$ is defined by

$$A=A_{\rm pt}(1+\epsilon),\qquad A_{\rm pt}\propto\mu/I .$$

For two isotopes with equal charge distributions,

$$\frac{A_1}{A_2}=\frac{\mu_1/I_1}{\mu_2/I_2}\,(1+\Delta_{12}),\qquad \Delta_{12}=\frac{1+\epsilon_1}{1+\epsilon_2}-1=\frac{\epsilon_1-\epsilon_2}{1+\epsilon_2}.$$

The ratio contains only the difference of the two anomalies, apart from a denominator close to one. This matters, because in the model below $\epsilon$ is a constant plus a term in $1/\mu$, and only the second part obeys the rule.

## What an extended moment loses

Take an $s_{1/2}$ electron with spin up along $z$, upper component $g\chi$ and lower component $-if(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$. From $\sigma_k\sigma_l=\delta_{kl}+i\varepsilon_{klm}\sigma_m$, its current is, apart from an overall sign that cancels in all ratios below, proportional to

$$2\,\mathrm{Re}\left[i\,gf\,\chi^\dagger\sigma_k(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\right]=2gf\,(\hat{\mathbf z}\times\hat{\mathbf r})_k .$$

The electron is thus a set of spherical current shells, each with surface current $K\sin\theta\,\hat{\boldsymbol\varphi}$. For a shell of radius $r$, the field at a point $\mathbf R$ is

$$\mathbf B=\frac{2\mu_0K}{3}\hat{\mathbf z}\quad(R<r),\qquad \mathbf B=\frac{\mu_0K}{3}\frac{r^3}{R^3}\left(3\cos\theta\,\hat{\mathbf R}-\hat{\mathbf z}\right)\quad(R>r).$$

At $R=r$ both radial components equal $\tfrac23\mu_0K\cos\theta$. The $\theta$ components are $-\tfrac23\mu_0K\sin\theta$ inside and $+\tfrac13\mu_0K\sin\theta$ outside, so they jump by $\mu_0K\sin\theta$, as the surface current requires.

A nucleon at radius $R$ feels the full uniform field of the shells outside it and a dipole field from those inside. Define

$$K_S=\frac{\int_0^R fg\,dr}{\int_0^\infty fg\,dr},\qquad \Delta K=\frac{\int_0^R (r/R)^3fg\,dr}{\int_0^\infty fg\,dr}.$$

Relative to a moment at the centre, a nucleon spin $\mathbf s$ then couples through

$$(1-K_S)s_z+\tfrac12\Delta K\left[3(\mathbf s\cdot\hat{\mathbf R})\hat R_z-s_z\right]=s_z-K_Ss_z-\Delta K\,T_z,$$

$$\mathbf T=\tfrac12\left[\mathbf s-3(\mathbf s\cdot\hat{\mathbf R})\hat{\mathbf R}\right].$$

Orbital motion couples to the vector potential instead. For one shell this is $\tfrac13\mu_0K\,\hat{\mathbf z}\times\mathbf R$ inside, and the same expression times $(r/R)^3$ outside. Since $\mathbf p\cdot(\hat{\mathbf z}\times\mathbf R)=\hat{\mathbf z}\cdot(\mathbf R\times\mathbf p)$, the coupling is to $l_z$, and the inner shells still contribute the fraction $\Delta K$. The orbital loss is therefore smaller:

$$K_L=K_S-\Delta K .$$

Now sum over nucleons in the state $M=I$, with moments in nuclear magnetons $\mu_N$. Write $\mu_S=\sum g_s\langle s_z\rangle$, $\mu_L=\sum g_l\langle l_z\rangle$ and $\mu_T=\sum g_s\langle T_z\rangle$, so that $\mu=\mu_S+\mu_L$. I assume one-body currents with free $g$ factors, and replace $K_S$ and $\Delta K$ by averages over one radial distribution common to all contributions. Then

$$\epsilon\mu=-\left(K_S\mu_S+K_L\mu_L+\Delta K\,\mu_T\right).$$

## Why the two fractions are not enough

The spin and orbital fractions of the magnetization are $\alpha_S=\mu_S/\mu$ and $\alpha_L=\mu_L/\mu$, with $\alpha_S+\alpha_L=1$. Substituting $K_L=K_S-\Delta K$ and dividing by $\mu$ gives

$$\epsilon=-K_S+\Delta K\left(\alpha_L-\frac{\mu_T}{\mu}\right).$$

If only neutrons contribute to the moment, $g_l=0$. Then $\alpha_S=1$ and $\alpha_L=0$ whatever the moment is, and the fractions alone give the constant $-K_S$. Any dependence on $\mu$ must come from $\mu_T$, the angular asymmetry of the spin magnetization, which affects the electron but is no part of the moment.

One could try to fix $\mu_T$ by its single-particle ratio $\zeta=\langle T_z\rangle/\langle s_z\rangle$. With $\mu_T=\zeta\mu_S=\zeta\mu$ this yields $\epsilon=-(K_S+\zeta\Delta K)$, again independent of $\mu$. The rule requires that $\mu_T$ should not scale with $\mu_S$ when the nucleus changes its moment.

## The part of the spin that stays fixed

The operator $\boldsymbol\sigma\cdot\hat{\mathbf R}$ separates $T_z$ into a part that follows the moment and a part that does not. The anticommutator of Pauli matrices gives $(\boldsymbol\sigma\cdot\hat{\mathbf R})\sigma_z=2\hat R_z-\sigma_z(\boldsymbol\sigma\cdot\hat{\mathbf R})$. Multiply from the right by $\boldsymbol\sigma\cdot\hat{\mathbf R}$, whose square is one, and use $\mathbf s=\boldsymbol\sigma/2$:

$$\tilde s_z\equiv(\boldsymbol\sigma\cdot\hat{\mathbf R})s_z(\boldsymbol\sigma\cdot\hat{\mathbf R})=2(\mathbf s\cdot\hat{\mathbf R})\hat R_z-s_z .$$

Hence $(\mathbf s\cdot\hat{\mathbf R})\hat R_z=\tfrac12(s_z+\tilde s_z)$, and

$$T_z=\tfrac12\left[s_z-\tfrac32(s_z+\tilde s_z)\right]=-\tfrac14s_z-\tfrac34\tilde s_z .$$

The meaning of $\tilde s_z$ is simple. The operator $\boldsymbol\sigma\cdot\hat{\mathbf R}$ is a rotational scalar of odd parity. It keeps $j$ and $m$ but exchanges $l=j-\tfrac12$ with $l=j+\tfrac12$. So $\langle\tilde s_z\rangle$ is the spin of the companion state with the same $j$ and the other $l$.

Let $\tilde\mu=\sum g_s\langle\tilde s_z\rangle$. Then $\mu_T=-\tfrac14\mu_S-\tfrac34\tilde\mu$, and with $\mu_S=\mu-\mu_L$,

$$\mu_L-\mu_T=\mu_L+\tfrac14(\mu-\mu_L)+\tfrac34\tilde\mu=\tfrac14\mu+\tfrac34(\mu_L+\tilde\mu).$$

The anomaly becomes

$$\epsilon=-C+\frac34\Delta K\,\frac{\mu_L+\tilde\mu}{\mu},\qquad C=K_S-\tfrac14\Delta K .$$

Within the stated one-body description this is an identity. It turns into an inverse-moment law if $\mu_L+\tilde\mu$ stays constant while $\mu$ changes.

That happens for a particular mechanism. Start from one odd neutron outside a closed core and let a residual force $V$ act to first order. The expectation value of a one-body operator $O$ changes by

$$\delta\langle O\rangle=2\,\mathrm{Re}\sum_n\frac{\langle0|O|n\rangle\langle n|V|0\rangle}{E_0-E_n}.$$

Only states $n$ in which one nucleon has moved can contribute. Moving the odd neutron alone to another $j$ would change the total spin $I$. Moving it to another radial shell with the same $l$ and $j$ gives nothing, because the operators here are purely angular and the radial functions are orthogonal. There remain excitations of the core.

The operator $s_z$ preserves $l$, so it connects the spin-orbit partners $j=l\pm\tfrac12$. This is how core polarization changes the moment. Between the same partners $\tilde s_z$ vanishes: $\boldsymbol\sigma\cdot\hat{\mathbf R}$ turns them into states with orbital momenta $l+1$ and $l-1$, which a spin operator cannot connect. Consequently

$$\langle T_z\rangle=-\tfrac14\langle s_z\rangle\quad\text{between spin-orbit partners},$$

for every $l$ and $m$. Angular quadrature for $l=1$ to $6$ confirms the factor. The moment moves while $\tilde\mu$ keeps its single-particle value.

## Sign and size of the coefficient

The values of $\langle s_z\rangle$ at $m=I$ are needed. For $I=l+\tfrac12$ the state is a spin-up nucleon with $m_l=l$, so $\langle s_z\rangle=\tfrac12$. For $I=l-\tfrac12$, project the spin on $\mathbf j$:

$$\langle s_z\rangle=\frac{I(I+1)+\frac34-l(l+1)}{2(I+1)}=-\frac{I}{2(I+1)},$$

because $l=I+\tfrac12$ gives $l(l+1)=I^2+2I+\tfrac34$. The companion state has the opposite coupling, so the two values are interchanged in $\langle\tilde s_z\rangle$. With $g_s=-2|\mu_n|$, where $|\mu_n|=1.913\,\mu_N$,

$$\tilde\mu=-|\mu_n|\ \ (I=l-\tfrac12),\qquad \tilde\mu=+|\mu_n|\frac{I}{I+1}\ \ (I=l+\tfrac12).$$

For a neutron core, $\mu_L=0$, and the result is

$$\epsilon=-C+\frac{\alpha_I}{\mu},\qquad
\alpha_I=\begin{cases}-\frac34|\mu_n|\Delta K,& I=l-\frac12,\\[2pt]+\frac34|\mu_n|\Delta K\,\dfrac{I}{I+1},& I=l+\frac12.\end{cases}$$

The sign in the rule is the sign of the companion's spin moment. The single-particle moment is positive for $I=l-\tfrac12$ and negative for $I=l+\tfrac12$. As long as polarization does not reverse it, $\alpha_I/\mu$ is negative in both classes.

The magnitude is independent of $I$ in the first class and approaches the same value at large $I$ in the second. At small $I$ the second class departs from it: the factor $I/(I+1)$ is $0.87$ for $i_{13/2}$, $0.6$ for $p_{3/2}$ and $1/3$ for $s_{1/2}$. The last case gives a check. An $s$ neutron has a spherical distribution, hence $\langle T_z\rangle=0$. At its unpolarized moment $\mu=-|\mu_n|$ the law gives $-(K_S-\tfrac14\Delta K)-\tfrac14\Delta K=-K_S$, as it should.

The growth at small $\mu$ does not mean that the extended nucleus couples more and more strongly. Multiplying by the moment gives

$$\mu(1+\epsilon)=(1-C)\mu+\alpha_I .$$

The hyperfine coupling is a straight line in $\mu$ with a finite intercept. A nucleus of zero moment could still split the levels, because its magnetization need not vanish locally. Near that point the fractional anomaly is a poor variable. Reaching it may also require more polarization than first order can describe.

## Protons in the core

The odd particle is a neutron, but the core contains protons, and here the orbital fraction enters. Since $j_z$ cannot connect different $j$, the partner matrix elements obey $\langle l_z\rangle=-\langle s_z\rangle$. Let the proton spin change by $\delta s$. Then $\mu_L=-\delta s$, while the whole moment changes by $\delta\mu=(g_p-1)\delta s$, with $g_p=5.586$. Therefore

$$\mu_L=-\frac{\mu-\mu_{\rm sp}}{g_p-1},$$

where $\mu_{\rm sp}$ is the single-particle moment. Inserting this in the identity for $\epsilon$ and separating the part proportional to $\mu$ gives

$$\epsilon=-\left[C+\frac{3\Delta K}{4(g_p-1)}\right]+\frac{3\Delta K}{4\mu}\left[\tilde\mu+\frac{\mu_{\rm sp}}{g_p-1}\right].$$

It is again a constant plus an inverse moment. The orbital term reduces the coefficient, because $\mu_{\rm sp}$ and $\tilde\mu$ have opposite signs. If protons supply a fraction $f$ of the shift $\mu-\mu_{\rm sp}$, both terms containing $1/(g_p-1)$ are multiplied by $f$. The law then holds along a chain with constant $f$. If $f$ varies, the constants no longer cancel completely.

## A many-body check

First-order arguments can be tested by diagonalization. The model couples an odd neutron, through a force proportional to $\mathbf s\cdot\mathbf S_{\rm core}$, to six nucleons in a $d$ shell whose $d_{5/2}$ orbit is initially full. The coupling strength is $0.15$ of the spin-orbit gap. The anomaly is evaluated from $\mu_S$, $\mu_L$ and $\mu_T$ of the diagonalized state and compared with the linear law at the same $\mu$.

For a $p_{1/2}$ neutron and a neutron core, the moment falls from $0.638$ to $0.486\,\mu_N$. The direct anomaly is $-4.062\%$ and the law gives $-4.068\%$, a discrepancy of about $0.2\%$ of the anomaly, or about $1\%$ of its shift from the unpolarized value $-3.533\%$, where the two agree by construction. For $i_{13/2}$ the two values are $-2.4760\%$ and $-2.4758\%$. With neutron cores, halving a weak coupling reduces the discrepancy by more than a factor of three in both cases, as expected for a second-order remainder.

With a proton core the $p_{1/2}$ moment rises to $0.818\,\mu_N$, because the same spin polarization now acts with a $g$ factor of the opposite sign. The spin and orbital fractions are $1.047$ and $-0.047$. A fraction can exceed one or be negative, since it is a share of a signed sum. The direct anomaly, $-3.183\%$, again agrees closely with the law, $-3.184\%$. The rise follows from giving the force the same sign for core protons as for core neutrons. The spin-isospin force that dominates in nuclei has the opposite sign for protons; with the sign reversed the model moment falls to $0.452\,\mu_N$, and the direct anomaly $-4.181\%$ again matches the law, $-4.183\%$.

This check covers the treatment of core polarization. It keeps the odd neutron in its own $j$ (admitting the $i_{11/2}$ partner at the same gap raises the $i_{13/2}$ discrepancy from $0.1\%$ to $0.7\%$ of the shift), it uses the same radial factors on both sides, and its single $d$ shell has no excitations that change $l$ by two.

## Numbers for $Z=80$

The electron moves in the field of a uniformly charged sphere of radius $7$ fm. Near the nucleus the binding energy of a valence electron is negligible beside the potential $V$, so I use the Dirac solution with zero energy relative to rest. In atomic units,

$$g'=\left(2c-\frac Vc\right)f,\qquad f'=-\frac{2f}{r}+\frac Vc\,g .$$

Normalization cancels in $K_S$ and $\Delta K$. Screening by other electrons and radiative corrections are left out. The digits below belong to this model: a Thomas–Fermi-type screening potential lowers $K_S$ and $\Delta K$ by about $1\%$ of their values, and a Fermi distribution of charge and magnetization with the same rms radius raises $K_S$ by $1.2\%$ and $\Delta K$ by $0.3\%$. Averaging over magnetization spread uniformly through the sphere gives

$$K_S=2.016\%,\qquad K_L=1.257\%,\qquad \Delta K=0.759\% .$$

The ratio $\Delta K/K_S=0.376$ has a simple origin. To lowest order inside the sphere $g$ is constant and $f\propto r$, so the two integrals are proportional to $R^2/5$ and $R^2/2$, with ratio $0.4$. The potential of the sphere is not flat, however. For a weak charge it gives $f\propto r\,[1-r^2/(5R_0^2)]$, where $R_0$ is the sphere radius, and the averaged ratio becomes $0.387$. Higher orders in $Z\alpha$, with $\alpha$ the fine-structure constant, account for the rest.

For a neutron core,

$$C=2.016\%-\tfrac14(0.759\%)=1.826\%,$$

$$\tfrac34|\mu_n|\Delta K=0.75\times1.913\,\mu_N\times0.759\%=1.089\%\,\mu_N .$$

The coefficient is thus $0.0109\,\mu_N$. The empirical rule for mercury uses roughly $0.01\,\mu_N$. The agreement in size is encouraging but not a precision test: placing all the magnetization at the surface raises the calculated coefficient to $0.0168\,\mu_N$. A pure proton core instead lowers it, from $1.089$ to $1.009\%\,\mu_N$ for $p_{1/2}$ and from $0.943$ to $0.706\%\,\mu_N$ for $i_{13/2}$.

Four model isotopes with round moments and neutron cores show what the law does:

| Isotope | Orbital | $\mu/\mu_N$ | $\alpha_I/\mu$ (%) | $\epsilon$ (%) |
|---|---|---:|---:|---:|
| a | $p_{1/2}$ | 0.5 | −2.177 | −4.004 |
| b | $p_{1/2}$ | 0.6 | −1.814 | −3.641 |
| c | $p_{3/2}$ | −0.6 | −1.089 | −2.915 |
| d | $i_{13/2}$ | −1.0 | −0.943 | −2.770 |

For isotope a, the inverse-moment term is little more than half of $\epsilon$. Using it as the whole correction to an absolute hyperfine constant would omit $1.8\%$ of the point value. In a comparison of isotopes the omission largely disappears. For a and b,

$$\epsilon_a-\epsilon_b=-2.177\%+1.814\%=-0.363\%,\qquad \Delta_{ab}=\frac{-0.363\%}{1-0.036}=-0.377\% .$$

The fixed-$\zeta$ recipe assigns $-3.533\%$ to both and predicts no anomaly between them.

For a and d the law gives $\epsilon_a-\epsilon_d=-1.234\%$ (ratio anomaly $-1.269\%$), and a rule with one common $|\alpha|$ gives the difference $-1.089\%$. For a and c the law gives $-1.089\%$ (ratio anomaly $-1.121\%$) and the common coefficient $-0.363\%$. The two differ there by a factor of three, because $p_{3/2}$ has the reduced factor $I/(I+1)=0.6$ and the common-coefficient value is a difference of two similar terms. The moments of c and d lie $69\%$ and $48\%$ below the single-particle magnitude. Inside the $d$-shell model the law survives such quenching: at stronger coupling the direct and linear values are both $-2.778\%$ for $i_{13/2}$ at $\mu=-0.99\,\mu_N$, and $-3.870\%$ and $-3.855\%$ for $p_{3/2}$ at $\mu=-0.32\,\mu_N$. Mercury itself does not follow the factor $I/(I+1)$. For $^{199}$Hg and $^{201}$Hg, with moments $0.506$ and $-0.560\,\mu_N$, the law with $p_{1/2}$ and $p_{3/2}$ gives a ratio anomaly of $-1.0\%$, while the measured value is about $-0.15$ to $-0.16\%$, close to the $-0.19\%$ of the common coefficient $0.01\,\mu_N$. For $^{199}$Hg against the $i_{13/2}$ isomer of $^{197}$Hg the law gives $-1.27\%$, and measurement and the common coefficient both give about $-1.0\%$. For pairs of $p_{1/2}$ isotopes the law agrees with measurement to within about $15\%$. Comparisons across orbitals therefore show what the model predicts; the real states involve effects it omits.

## When to use the rule

Within this model, the inverse-moment correction is justified for ratios of odd-neutron isotopes whose moments differ mainly through spin-orbit core polarization weak enough for first order, with similar radial distributions and a steady proton share. The radial condition is demanding. A $5\%$ increase of $K_S$ and $\Delta K$ in isotope a alone shifts its anomaly by $-0.20\%$, more than half of the difference between a and b. Two odd neutrons in different orbitals can differ by much more: Woods–Saxon $3p_{1/2}$ and $1i_{13/2}$ orbits for mass $199$, used as radial weights, give $K_S=2.36\%$ and $2.77\%$, and $C$ then differs by about $0.37$ percentage points instead of dropping out. The derived coefficient is therefore best trusted between isotopes with the same odd-neutron orbital.

The other weak point is the constancy of $\tilde\mu$. Core excitations with $\Delta l=2$ between orbits whose companions share the same $l$, such as $s_{1/2}$ and $d_{3/2}$, have nonzero matrix elements of $\tilde s_z$ but none of $s_z$ or $l_z$. To first order they change the anomaly without changing the moment, so no function of $\mu$ alone can account for them. Exchange currents and strong configuration mixing also lie outside the derivation. Where these effects matter, $\mu_S$, $\mu_L$ and $\mu_T$ have to be calculated for each isotope with their own radial weights. The numerical output below gives the remaining values for the model.

## Computed values

```
Z = 80, sphere radius = 7.0 fm
neutron g_s = -3.8261, proton g_s = 5.5857
|mu_n| = 1.9130 mu_N
<T>/<s> between partners, l=1..6: -0.250000 to -0.250000
lambda: neutron core 0.2500, proton core 0.0864
K_S = 2.016 %, K_L = 1.257 %, dK = 0.759 %
K_L/K_S = 0.624, dK/K_S = 0.376
at surface: K_S = 3.185 %, dK = 1.169 %
offset C, neutron core = 1.826 %
offset C, proton core = 1.950 %
orbit: zeta, mu_sp, muT_sp (mu_N)
  p1/2: 2.0000, 0.6377, 1.2754
  f5/2: 0.8000, 1.3665, 1.0932
  p3/2: 0.2000, -1.9130, -0.3826
  i13/2: 0.4000, -1.9130, -0.7652
alpha_I (% mu_N): neutron core, equal shares, proton core
  p1/2: -1.089, -1.049, -1.009
  f5/2: -1.089, -1.004, -0.919
  p3/2: 0.653, 0.534, 0.416
  i13/2: 0.943, 0.825, 0.706
(3/4)|mu_n| dK = 1.089 % mu_N
same, all magnetization at surface = 1.677 % mu_N
model diagonalization, coupling/gap = 0.15
orbit core: slope, mu (mu_N), spin frac, orbital frac
  p1/2 n: 0.2500, 0.4856, 1.0000, -0.0000
  p1/2 p: 0.0864, 0.8182, 1.0470, -0.0470
  i13/2 n: 0.2500, -1.4527, 1.0000, -0.0000
  i13/2 p: 0.0864, -2.4637, 1.0491, -0.0491
orbit core: eps direct (%), eps linear law (%)
  p1/2 n: -4.0615, -4.0679
  p1/2 p: -3.1829, -3.1842
  i13/2 n: -2.4760, -2.4758
  i13/2 p: -2.2369, -2.2370
isotope: orbit, mu (mu_N), alpha/mu (%), eps (%), fixed-zeta eps (%)
  a: p1/2, 0.5, -2.177, -4.004, -3.533
  b: p1/2, 0.6, -1.814, -3.641, -3.533
  c: p3/2, -0.6, -1.089, -2.915, -2.168
  d: i13/2, -1.0, -0.943, -2.770, -2.319
pair: ratio anomaly, eps difference, single-|alpha| rule (%)
  a/b: -0.377, -0.363, -0.363
  a/c: -1.121, -1.089, -0.363
  a/d: -1.269, -1.234, -1.089
5 % change of K_S and dK in isotope a shifts eps by -0.200 %
```
